# Nonlocal band-to-band tunnelling and the false current of a local Kane rate: a program that tests the result

```python
"""Nonlocal band-to-band tunnelling against a local-field Kane rate.

Result under test: in a two-band junction H = U(x) + a*beta + P*alpha.k the
interband current is a sum over paths from a propagating valence state to a
propagating conduction state, with T = exp(-2 int kappa dx).  It vanishes when
the total band drop W is below the gap Eg = 2a, where the local rate
G(F) = F^2/(4 pi^3 P) exp(-pi a^2/(P F)) still yields a current.
Symbols: U midgap energy, V = W/2, L junction length, q = E - U,
M^2 = a^2 + P^2 k_perp^2, kappa = sqrt(M^2 - q^2)/P, F = -dU/dx.
Atomic units inside; eV and angstrom in the printed output.
"""
import numpy as np
from scipy.constants import physical_constants as pc

HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10
AMP_CM2 = pc["atomic unit of current"][0] / (pc["Bohr radius"][0] * 100) ** 2
FLUX = HARTREE / BOHR**2            # hbar*J in eV/angstrom^2
FIELD = HARTREE / BOHR              # eV/angstrom

gap_ev, mass, length_ang = 0.5, 0.05, 50.0
a = gap_ev / HARTREE / 2
P = np.sqrt(2 * a / (2 * mass))
L0 = length_ang / BOHR


def junction(W_ev, L=L0, n=1001):
    x = np.linspace(-10 * L, 10 * L, n)
    return x, -(W_ev / HARTREE / 2) * np.tanh(x / L)


def find_paths(x, U, E, M):
    """Action of each valence-to-conduction path and whether it exists."""
    q = E[:, None] - U[None, :]
    m = M[:, None]
    qc = np.clip(q, -m, m)
    phi = 0.5 * (qc * np.sqrt(np.maximum(m**2 - qc**2, 0))
                 + m**2 * np.arcsin(np.clip(qc / m, -1, 1)))
    slope = np.diff(x) / -np.diff(U)
    action = 2 / P * np.sum(np.diff(phi, axis=1) * slope, axis=1)
    exists = (q[:, 0] < -M) & (q[:, -1] > M)
    return action, exists


def allowed_states(x, U, nE=16, nM=24):
    """Quadrature points (E, M) and weights w, so that J = sum(w*T)."""
    low, high = U[-1] + a, U[0] - a
    if high <= low:
        return np.zeros(0), np.zeros(0), np.zeros(0)
    ge, we = np.polynomial.legendre.leggauss(nE)
    gs, ws = np.polynomial.legendre.leggauss(nM)
    s, ws = (gs + 1) / 2, ws / 2
    half = (high - low) / 2
    mid = (high + low) / 2
    E = np.concatenate([low + half * (ge + 1) / 2, mid + half * (ge + 1) / 2])
    wE = np.concatenate([we, we]) * half / 2
    peak = np.max(-np.diff(U) / np.diff(x))
    top = np.minimum(U[0] - E, E - U[-1]) ** 2
    # beyond this cap the transmission is reduced by more than exp(-30)
    top = np.minimum(top, a**2 + 30 * P * peak / np.pi)
    span = top - a**2
    M2 = top[:, None] - span[:, None] * s[None, :] ** 2
    w = wE[:, None] * 2 * span[:, None] * (s * ws)[None, :]
    w = w * 2 / (2 * np.pi) / (4 * np.pi * P**2)
    return np.repeat(E, nM), np.sqrt(M2).ravel(), w.ravel()


def path_current(x, U, nE=16, nM=24):
    E, M, w = allowed_states(x, U, nE, nM)
    if E.size == 0:
        return 0.0
    S, exists = find_paths(x, U, E, M)
    return np.sum(w[exists] * np.exp(-S[exists]))


def kane_rate(F):
    F = np.maximum(F, 1e-30)
    return F**2 / (4 * np.pi**3 * P) * np.exp(-np.pi * a**2 / (P * F))


def local_current(W_ev, L=L0):
    x, U = junction(W_ev, L, 20001)
    F = -np.diff(U) / np.diff(x)
    return np.sum(kane_rate(F) * np.diff(x))


def scatter(x, U, E, M):
    """Transmission and reflection from the full two-component equation."""
    qR = E - U[-1]
    kR = np.sqrt(qR**2 - M**2 + 0j) / P
    u = np.ones_like(kR)
    v = (qR - M) / (P * kR)
    flux_out = v.real.copy()
    Um, h = (U[1:] + U[:-1]) / 2, np.diff(x)
    for i in range(len(h) - 1, -1, -1):
        q = E - Um[i]
        kap = np.sqrt(M**2 - q**2 + 0j) / P
        c, s = np.cosh(kap * h[i]), np.sinh(kap * h[i]) / kap
        u, v = (c * u - 1j * s * (q + M) / P * v,
                c * v - 1j * s * (q - M) / P * u)
    qL = E - U[0]
    z = np.abs(qL - M) / np.sqrt(qL**2 - M**2)
    incoming, reflected = (u + v / z) / 2, (u - v / z) / 2
    return (flux_out / (np.abs(incoming) ** 2 * z),
            np.abs(reflected / incoming) ** 2)


# --- transverse momentum only replaces a by M, in the four-component model
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
ax, ay, az = (np.kron(sx, m) for m in (sx, sy, sz))
beta = np.kron(sz, np.eye(2))
ky, kz, q0 = 0.011, -0.007, 0.3 * a
wave = np.linalg.eigvals(
    ax @ (q0 * np.eye(4) - a * beta - P * (ky * ay + kz * az)) / P)
k2 = (q0**2 - a**2 - P**2 * (ky**2 + kz**2)) / P**2
assert np.allclose(wave**2, k2, rtol=1e-7, atol=0)

# --- uniform field: full scattering through a long ramp
F0 = 0.008 / FIELD
Vr = 8 * a
xr = np.linspace(-Vr / F0, Vr / F0, 4001)
T_ramp, R_ramp = scatter(xr, -F0 * xr, np.array([0.0]), np.array([a]))
T_uniform = np.exp(-np.pi * a**2 / (P * F0))
assert abs(T_ramp[0] / T_uniform - 1) < 0.01
assert abs(T_ramp[0] + R_ramp[0] - 1) < 1e-6

print(f"gap {gap_ev:.2f} eV, mass {mass:.3f} m_e, L {length_ang:.0f} angstrom")
print(f"band parameter P = {P * HARTREE * BOHR:.4f} eV angstrom")
print(f"uniform field {F0 * FIELD:.4f} eV/angstrom:")
print(f"  T scattering {T_ramp[0]:.5f}, T formula {T_uniform:.5f}")

# --- drop sweep: local, path and full-scattering currents
print("hbar*J in eV/angstrom^2; W in eV; peak field in eV/angstrom")
print("   W   peak field   local       path        scattering")
results = {}
for W in (0.40, 0.48, 0.60, 0.80, 1.20):
    x, U = junction(W)
    J_loc, J_path = local_current(W), path_current(x, U)
    E, M, w = allowed_states(x, U)
    J_sc = np.sum(w * scatter(x, U, E, M)[0]) if E.size else 0.0
    results[W] = (J_loc, J_path, J_sc)
    peak = W / HARTREE / 2 / L0 * FIELD
    print(f" {W:.2f}  {peak:.4f}      {J_loc * FLUX:.3e}   "
          f"{J_path * FLUX:.3e}   {J_sc * FLUX:.3e}")
    if W > gap_ev:
        assert abs(J_path / J_sc - 1) < (0.12 if W < 0.7 else 0.02)
        assert J_path < J_loc
    else:
        trial = np.linspace(-1, 1, 401) / HARTREE
        assert not find_paths(x, U, trial, np.full(401, a))[1].any()
        assert J_loc > 0
print(f"W=0.40 eV: false local current {results[0.40][0] * AMP_CM2:.3e} A/cm^2")
print(f"W=0.80 eV: local {results[0.80][0] * AMP_CM2:.3e} A/cm^2, "
      f"path {results[0.80][1] * AMP_CM2:.3e} A/cm^2")
print(f"false local(0.40)/path(0.60) = {results[0.40][0]/results[0.60][1]:.3f}")

# --- mesh action against the closed form of the tanh junction
W = 0.80
V = W / HARTREE / 2
x, U = junction(W)
E, M, w = allowed_states(x, U)
S, exists = find_paths(x, U, E, M)
S_closed = np.pi * L0 / P * (2 * V - np.sqrt((V - E) ** 2 - M**2)
                             - np.sqrt((V + E) ** 2 - M**2))
worst = np.max(np.abs(S / S_closed - 1))
assert exists.all() and worst < 1e-3
F_mid = V / L0 * (1 - (E / V) ** 2)
S_local = np.pi * M**2 / (P * F_mid)
assert np.all(S > S_local)
J_path = path_current(x, U)
assert abs(path_current(x, U, 28, 36) / J_path - 1) < 1e-3

# --- central path and places where the carriers are deposited
S0 = find_paths(x, U, np.array([0.0]), np.array([a]))[0][0]
xv0, xc0 = np.interp([-a, a], -U, x)
assert abs(xc0 - L0 * np.arctanh(a / V)) < 1e-3 * L0
weight = w * np.exp(-S)
xv = np.array([np.interp(-m, e - U, x) for e, m in zip(E, M)])
xc = np.array([np.interp(m, e - U, x) for e, m in zip(E, M)])
hole = np.sum(weight * xv) / weight.sum()
elec = np.sum(weight * xc) / weight.sum()
print("W=0.80 eV, path at E=0 and zero transverse momentum:")
print(f"  from {xv0 * BOHR:.2f} to {xc0 * BOHR:.2f} angstrom")
print(f"  action path {S0:.4f}, local {np.pi * a**2 * L0 / (P * V):.4f}")
print(f"  exp(-action) path {np.exp(-S0):.5f}")
print(f"  mean hole position {hole * BOHR:.2f} angstrom")
print(f"  mean electron position {elec * BOHR:.2f} angstrom")
print(f"  largest relative action error of mesh {worst:.1e}")

# --- anatomy of the local error
xf, Uf = junction(W, L0, 20001)
Um, F, h = (Uf[1:] + Uf[:-1]) / 2, -np.diff(Uf) / np.diff(xf), np.diff(xf)
inside = np.abs(Um) < V - a
J_all = np.sum(kane_rate(F) * h)
J_energy = np.sum((kane_rate(F) * h)[inside])
room = (V - np.abs(Um[inside])) ** 2 - a**2
J_both = np.sum(kane_rate(F[inside]) * h[inside]
                * (1 - np.exp(-np.pi * room / (P * F[inside]))))
J_both_sum = np.sum(w * np.exp(-S_local))
assert abs(J_both_sum / J_both - 1) < 3e-3
assert J_path < J_both < J_energy < J_all
print("W=0.80 eV, share of the full local current:")
print(f"  energy has a final state      {J_energy / J_all:.4f}")
print(f"  and transverse momentum fits  {J_both / J_all:.4f}")
print(f"  path current                  {J_path / J_all:.4f}")


# --- time-dependent wave packet hitting the junction from the valence side
def packet_transmission(W_ev, kinetic_ev=0.40, sigma=500.0, start=-3000.0):
    n, box = 2048, 16000.0
    xg = -box / 2 + box / n * np.arange(n)
    k = 2 * np.pi * np.fft.fftfreq(n, box / n)
    v_half = W_ev / HARTREE / 2
    Ug = -v_half * np.tanh(xg / L0)
    q_in = kinetic_ev / HARTREE
    k0 = np.sqrt(q_in**2 - a**2) / P
    eps = np.sqrt(a**2 + P**2 * k**2)
    amp = np.exp(-sigma**2 * (k + k0) ** 2 + 1j * k * (xg[0] - start))
    norm = np.sqrt(P**2 * k**2 + (a + eps) ** 2)
    psi = np.fft.ifft(np.array([-P * k, a + eps]) / norm * amp, axis=1)
    psi /= np.sqrt(np.sum(np.abs(psi) ** 2))
    speed = P**2 * k0 / q_in
    dt = 10.0
    steps = int(round(2 * abs(start) / speed / dt))
    half = np.exp(-0.5j * dt * Ug)
    c, s = np.cos(eps * dt), -1j * np.sin(eps * dt) / eps
    for _ in range(steps):
        f = np.fft.fft(half * psi, axis=1)
        f = np.array([(c + s * a) * f[0] + s * P * k * f[1],
                      s * P * k * f[0] + (c - s * a) * f[1]])
        psi = half * np.fft.ifft(f, axis=1)
    return np.sum(np.abs(psi[:, xg > 1000.0]) ** 2), k0, sigma


open_prob, k0, sigma = packet_transmission(0.80)
closed_prob = packet_transmission(0.40)[0]
kk = k0 + np.linspace(-5, 5, 81) / (2 * sigma)
wk = np.exp(-2 * sigma**2 * (kk - k0) ** 2)
T_k = scatter(x, U, V - np.sqrt(a**2 + P**2 * kk**2), np.full(81, a))[0]
expected = np.sum(wk * T_k) / np.sum(wk)
assert abs(open_prob / expected - 1) < 0.02
assert closed_prob < 1e-6
x4, U4 = junction(0.40)
T4, R4 = scatter(x4, U4, np.array([-0.19 / HARTREE]), np.array([a]))
assert abs(R4[0] - 1) < 1e-8 and abs(T4[0]) < 1e-8
print("wave packet, incoming energy 0.40 eV below source midgap:")
print(f"  W=0.80 eV: transmitted {open_prob:.5f}, scattering {expected:.5f}")
print(f"  W=0.40 eV: transmitted {closed_prob:.1e}")

# --- the local rate is recovered in a long junction of fixed peak field
print(f"fixed peak field {F0 * FIELD:.4f} eV/angstrom, growing length:")
ratios = []
for W in (0.80, 1.60, 3.20, 6.40):
    L = W / HARTREE / 2 / F0
    ratios.append(path_current(*junction(W, L)) / local_current(W, L))
    print(f"  W {W:.2f} eV, L {L * BOHR:.0f} angstrom: "
          f"path/local {ratios[-1]:.4f}")
assert np.all(np.diff(ratios) > 0) and 0.95 < ratios[-1] < 1.005

print("finished without a failed check")
```

Running it gives:

```
gap 0.50 eV, mass 0.050 m_e, L 50 angstrom
band parameter P = 6.1725 eV angstrom
uniform field 0.0080 eV/angstrom:
  T scattering 0.01876, T formula 0.01876
hbar*J in eV/angstrom^2; W in eV; peak field in eV/angstrom
   W   peak field   local       path        scattering
 0.40  0.0040      2.031e-10   0.000e+00   0.000e+00
 0.48  0.0048      1.181e-09   0.000e+00   0.000e+00
 0.60  0.0060      7.537e-09   2.427e-10   2.386e-10
 0.80  0.0080      5.569e-08   1.482e-08   1.479e-08
 1.20  0.0120      5.348e-07   3.300e-07   3.299e-07
W=0.40 eV: false local current 4.943e+02 A/cm^2
W=0.80 eV: local 1.355e+05 A/cm^2, path 3.608e+04 A/cm^2
false local(0.40)/path(0.60) = 0.837
W=0.80 eV, path at E=0 and zero transverse momentum:
  from -36.66 to 36.66 angstrom
  action path 4.4665, local 3.9763
  exp(-action) path 0.01149
  mean hole position -44.14 angstrom
  mean electron position 44.14 angstrom
  largest relative action error of mesh 6.1e-05
W=0.80 eV, share of the full local current:
  energy has a final state      0.8411
  and transverse momentum fits  0.7322
  path current                  0.2662
wave packet, incoming energy 0.40 eV below source midgap:
  W=0.80 eV: transmitted 0.01144, scattering 0.01144
  W=0.40 eV: transmitted 6.8e-10
fixed peak field 0.0080 eV/angstrom, growing length:
  W 0.80 eV, L 50 angstrom: path/local 0.2662
  W 1.60 eV, L 100 angstrom: path/local 0.7615
  W 3.20 eV, L 200 angstrom: path/local 0.9365
  W 6.40 eV, L 400 angstrom: path/local 0.9836
finished without a failed check
```
